# Fermi-level transport mass and constant-τ mobility in n-type InSb

## Problem

The conduction band of InSb is strongly non-parabolic because its gap is small. Describe it by the isotropic two-band Kane dispersion

$$E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m_0},$$

where $E$ is measured from the conduction-band edge, $E_g$ is the gap and $m_0$ is the band-edge mass. The free-electron mass is written $m_e$. Use these rough typical values for about 77 K: $E_g=0.23$ eV and $m_0=0.014\,m_e$. The electron density is $n=10^{18}\ \mathrm{cm^{-3}}$.

1. Obtain the dispersion from two coupled levels, and find the Fermi energy.
2. Show which mass determines the mobility of a degenerate electron gas with a relaxation time $\tau$ independent of $\mathbf k$.
3. Compute this mass, and the mobility relative to that of a parabolic band with mass $m_0$ and the same $n$ and $\tau$. For mobilities in practical units take the round value $\tau=0.5$ ps.
4. Estimate how far the neglected effects move the mobility ratio.

## Solution

### 1. Dispersion and Fermi energy

Measure energy from midgap. Two levels at $\pm E_g/2$, coupled by a matrix element $Pk$, have the Hamiltonian

$$H=\begin{pmatrix}E_g/2&Pk\\Pk&-E_g/2\end{pmatrix}.$$

Its eigenvalues are $\pm\sqrt{E_g^2/4+P^2k^2}$. The upper one, measured from the band edge at $+E_g/2$, is

$$E=-\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+P^2k^2}.$$

Moving $E_g/2$ to the left and squaring gives $E^2+E_gE=P^2k^2$, or $E(1+E/E_g)=P^2k^2/E_g$. At small $k$ this must equal $\hbar^2k^2/(2m_0)$, so

$$P^2=\frac{\hbar^2E_g}{2m_0},$$

and the Kane form follows. For the given parameters $P=0.791$ eV nm.

With one valley and two spin states, a filled sphere of radius $k_F$ contains

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

Counting states in $k$-space does not involve the dispersion, so $k_F$ is the same for the parabolic and the Kane band. Define the parabolic Fermi energy $\varepsilon_p=\hbar^2k_F^2/(2m_0)$. The Kane Fermi energy obeys $E_F^2+E_gE_F-E_g\varepsilon_p=0$, whose positive root is

$$E_F=\frac{E_g}{2}\left(\sqrt{1+\frac{4\varepsilon_p}{E_g}}-1\right).$$

### 2. The mass that enters the mobility

Let a weak uniform field $F$ act along $z$. Electrons have charge $-e$, so $\hbar\,dk_z/dt=-eF$. In the steady state the linearized Boltzmann equation is

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{\delta f}{\tau},
\qquad
\delta f=\frac{eF\tau}{\hbar}\frac{\partial f_0}{\partial k_z}.$$

To first order this is the equilibrium distribution displaced by $-eF\tau/\hbar$. The equilibrium distribution carries no current, so the mean velocity is

$$\langle v_z\rangle=\frac1n\int\frac{d^3k}{4\pi^3}\,v_z\,\delta f
=-\frac{eF\tau}{\hbar n}\int\frac{d^3k}{4\pi^3}\,f_0\,\frac{\partial v_z}{\partial k_z}.$$

The last form follows by integration by parts; the boundary term vanishes because $f_0$ vanishes at large $k$. At zero temperature $f_0=1$ inside the Fermi sphere and zero outside. The divergence theorem turns the volume integral into one over the Fermi surface, where $v_z=v_F\cos\theta$ and the outward normal has $z$ component $\cos\theta$:

$$\int_{k<k_F}d^3k\,\frac{\partial v_z}{\partial k_z}
=k_F^2v_F\int d\Omega\,\cos^2\theta=\frac{4\pi}{3}k_F^2v_F.$$

Insert this and $n=k_F^3/(3\pi^2)$:

$$\langle v_z\rangle=-\frac{eF\tau}{\hbar}\,\frac{3\pi^2}{k_F^3}\,\frac{1}{4\pi^3}\,\frac{4\pi}{3}k_F^2v_F
=-eF\tau\,\frac{v_F}{\hbar k_F}.$$

The mobility $\mu=|\langle v_z\rangle|/F$ is therefore

$$\mu=\frac{e\tau}{m_t},\qquad m_t=\frac{\hbar k_F}{v_F}.$$

The transport mass is the ratio of crystal momentum to velocity at the Fermi level. To evaluate it, differentiate the Kane relation with respect to $k$, using $dE/dk=\hbar v$:

$$\hbar v\left(1+\frac{2E}{E_g}\right)=\frac{\hbar^2k}{m_0}
\quad\Rightarrow\quad
m_t=m_0\left(1+\frac{2E_F}{E_g}\right)=m_0\sqrt{1+\frac{4\varepsilon_p}{E_g}}.$$

The second equality uses the result for $E_F$. For equal $\tau$,

$$\boxed{\frac{\mu}{\mu_0}=\frac{m_0}{m_t}=\frac{1}{1+2E_F/E_g}}$$

**Why the curvature at the Fermi level is not the answer.** Let $m_t(k)=\hbar k/v(k)$. Since $\varepsilon_p\propto k_F^2$, the square of the mass is

$$m_t^2(k)=m_0^2+\frac{2m_0\hbar^2k^2}{E_g}.$$

Differentiating gives $(k/m_t)\,dm_t/dk=(m_t^2-m_0^2)/m_t^2$. Hence

$$\frac{dv}{dk}=\frac{\hbar}{m_t}\left(1-\frac{k}{m_t}\frac{dm_t}{dk}\right)
=\frac{\hbar m_0^2}{m_t^3}.$$

The longitudinal curvature mass is thus $m_L=\hbar^2/(d^2E/dk^2)=m_t^3/m_0^2$. It describes how one electron at the Fermi level responds to a force along its own velocity. The current sums the response of all occupied states, in all directions relative to the field. The integral of $\partial v_z/\partial k_z$ above performs that sum and gives $1/m_t(k_F)$, not $1/m_L(k_F)$.

**Limits.** For $\varepsilon_p\ll E_g$, $\mu/\mu_0\simeq1-2\varepsilon_p/E_g$, and the parabolic result returns. For $\varepsilon_p\gg E_g$, the velocity in this model saturates at $P/\hbar$. Then $m_t\simeq\hbar^2k_F/P$, so the ratio falls as $n^{-1/3}$.

### 3. Numbers

The density is $10^{-3}\ \mathrm{nm^{-3}}$, so

$$k_F=(3\pi^2\times10^{-3})^{1/3}\ \mathrm{nm^{-1}}=0.3094\ \mathrm{nm^{-1}}.$$

With $\hbar^2/(2m_e)=0.0381$ eV nm²,

$$\varepsilon_p=\frac{0.0381\times0.3094^2}{0.014}\ \mathrm{eV}=0.2605\ \mathrm{eV}.$$

This exceeds the gap, so an expansion in $\varepsilon_p/E_g$ would be unsuitable. The full expression gives

$$\sqrt{1+\frac{4\times0.2605}{0.23}}=2.35,\qquad
E_F=\frac{0.23}{2}(2.3515-1)\ \mathrm{eV}=0.155\ \mathrm{eV}.$$

The transport mass and mobility ratio are

$$m_t=2.35\times0.014\,m_e=0.033\,m_e=3.0\times10^{-32}\ \mathrm{kg},
\qquad \frac{\mu}{\mu_0}=\frac1{2.35}=0.43.$$

At equal $\tau$ the mobility is about 57% below the band-edge value. For $\tau=0.5$ ps, $e\tau/m_0$ is about 63,000 cm²/Vs and $e\tau/m_t$ about 27,000 cm²/Vs. The choice of $\tau$ cancels from the ratio.

The longitudinal curvature mass is $0.18\,m_e$. Using it in place of $m_t$ would give a ratio of only 0.08.

### 4. Effects outside the model

**Change of scattering rate.** Suppose the scattering matrix element and $k_F$ are held fixed while the band changes from parabolic to Kane. By Fermi's golden rule, $1/\tau$ is then proportional to the density of states

$$g(E_F)=\frac{k_F^2}{\pi^2(dE/dk)_{k_F}}=\frac{k_Fm_t}{\pi^2\hbar^2}.$$

The relaxation time falls by the factor $m_0/m_t$, in addition to the same factor from the velocity. The mobility ratio would become $(m_0/m_t)^2=0.18$.

This estimate leaves out the change in wave-function overlap between the initial and final states, which acts the other way. Take a short-range potential that is the same for both levels and does not act on spin. With spin included, the isotropic two-band model has the coupling $P\,\boldsymbol\sigma\cdot\mathbf k$. Write $c=m_0/m_t$. The squared overlap for scattering through an angle $\theta$, summed over final spins, is then

$$\frac{1+c^2+(1-c^2)\cos\theta}{2}.$$

Weighting it with $1-\cos\theta$, which measures the loss of forward motion, and averaging over the sphere gives $(1+2c^2)/3=0.45$. The scattering rate therefore changes by the factor $2.35\times0.45=1.07$, and the mobility ratio is about 0.40 in this model. The coupling $\boldsymbol\sigma\cdot\mathbf k$ treats the valence states as a pair with total angular momentum $j=1/2$, whereas the light-hole states of InSb belong to $j=3/2$. With $j=3/2$ states and a very large spin-orbit splitting, the weighted overlap is 0.41 and the ratio is 0.44. In both cases the overlap nearly cancels the larger density of states. This near cancellation belongs to the short-range potential. Screened ionized donors, the likely scatterers at this density, favor small angles, where the overlap is closer to one, so the cancellation is only partial. In the Born approximation with Thomas–Fermi screening and a dielectric constant of about 17, the weighted overlap is about 0.75 for both choices of valence states. The mobility ratio is then about 0.24 if the screened potential is held at its parabolic-band form, and about 0.34 if the screening follows the larger Kane density of states. With one donor per electron the same estimate gives $\tau\approx0.6$ ps, close to the round value used above. The value 0.18 should not be read as a prediction for InSb.

**Split-off band and free-electron term.** A three-level Kane model adds a valence band lowered by the spin-orbit splitting $\Delta$, roughly 0.8 eV. With the valence edge as zero,

$$H_3=\frac{\hbar^2k^2}{2m_e}+
\begin{pmatrix}
E_g&\sqrt{2/3}\,Qk&\sqrt{1/3}\,Qk\\
\sqrt{2/3}\,Qk&0&0\\
\sqrt{1/3}\,Qk&0&-\Delta
\end{pmatrix}.$$

Second-order perturbation theory at small $k$ fixes the coupling $Q$ so that the band-edge mass remains $m_0$:

$$\frac{\hbar^2}{2}\left(\frac1{m_0}-\frac1{m_e}\right)
=Q^2\left[\frac{2}{3E_g}+\frac{1}{3(E_g+\Delta)}\right].$$

Numerical diagonalization and differentiation of the highest eigenvalue at $k_F$ give $m_t=0.030\,m_e$, which is 7% below the two-band mass. The mobility ratio rises to 0.46.

**Temperature.** At finite temperature, $f_0$ is a superposition of filled spheres with weight $-\partial f_0/\partial E$. A sphere bounded at energy $E$ holds a density proportional to $k^3(E)$ and responds with mass $m_t(E)$. Therefore

$$\frac{\mu}{\mu_0}=
\frac{\int_0^\infty dE\,(-\partial f_0/\partial E)\,k^3\,m_0/m_t(E)}
{\int_0^\infty dE\,(-\partial f_0/\partial E)\,k^3}.$$

The chemical potential is adjusted to keep $n$ fixed. Numerical integration at 77 K, where $k_BT=0.0066$ eV is small compared with $E_F$, changes the ratio only from 0.425 to 0.424.

At 300 K the gap is smaller, roughly 0.17 eV. The same integral gives 0.35 if $m_0$ is held fixed. If $P$ is held fixed instead, $m_0$ scales with $E_g$ and falls to $0.0103\,m_e$; the ratio is then 0.31, relative to this lighter band-edge mass. These are two trial assumptions, not bounds.

**Gap narrowing at heavy doping.** As a trial, reduce the 77 K gap by 0.02 eV at fixed $P$. Since $2m_0\hbar^2/E_g=\hbar^4/P^2$, the mass can be written

$$m_t^2=m_0^2+\frac{\hbar^4k_F^2}{P^2}.$$

The second term is unchanged, and at this density it dominates. The transport mass therefore barely moves, from 0.0329 to $0.0324\,m_e$, while $m_0$ falls in proportion to the gap. The ratio drops to 0.39, mainly because the reference mass has changed.

**Collision broadening.** For the chosen $\tau$, $\hbar/\tau=0.0013$ eV, or 0.8% of $E_F$. This supports treating the electrons as having a well-defined Fermi surface. Band warping, remote bands and many-body changes of the velocity have not been estimated.

**Comparison with real InSb.** The gap and band-edge mass are typical of InSb near 77 K, a common operating temperature for its infrared detectors. The density is far above that of a lightly doped detector absorber and is closer to that of a heavily doped contact layer. Lightly doped InSb at 77 K can reach mobilities of several $10^5$ cm²/Vs, as a rough size. The value of about 63,000 cm²/Vs found with $m_0$ does not represent such a sample, because it uses the same short $\tau$ as the heavily doped case. In real material, added ionized donors also shorten $\tau$. The 57% reduction isolates the effect of the band mass and must not be read as the full mobility loss caused by doping.
